**Diffuse transfer factors in a cylindrical hole**

For uniform cosine emission, the fraction passing from wall band i = [a,b] to band j = [c,d] is F_ij = δ_ij + (R/2w)[D(|c−b|) − D(|c−a|) − D(|d−b|) + D(|d−a|)]. Here R is the hole radius, w = b − a, and D(z) = [√(1+q²) − q]² with q = z/(2R) is the factor between equal coaxial disks. The program asserts agreement of the disk factor, one band-to-mouth factor, the wall kernel and all wall-band pairs with surface integrals of the cosine law; the largest wall-pair difference is 1.8 × 10⁻¹⁵. It also asserts that ray-traced first landings from one band agree within five standard errors, and that band–mouth reciprocity holds for cosine emission but fails for emission uniform in solid angle, where the ratio is 1.99 instead of 1. Treating an imaginary disk as a new cosine source makes one factor 13% too large. For a hole 50 nm in radius and 400 nm deep with sticking probability 0.1, the 160-band flux balance gives an escaping fraction of 0.507. Traced particle histories agree with this balance within the asserted five standard errors; the largest deviation, in band 4, is 2.8 standard errors.

## Verification by program

```python
"""Diffuse transfer in a cylindrical hole, built from coaxial disk factors.

Result under test, for wall bands i=[a,b], j=[c,d], w=b-a:
F_ij = delta_ij + R/(2w) [D(|c-b|)-D(|c-a|)-D(|d-b|)+D(|d-a|)],
D(z) = (sqrt(1+q^2)-q)^2, q=z/(2R).
R: hole radius, L: depth, D: equal-disk view factor, F: first-landing
fraction for uniform cosine emission. Lengths in nm; mouth z=0, floor z=L.
Surface order in matrices: mouth, wall bands from the top, floor.
"""
import numpy as np

R, L, STICK = 50.0, 400.0, 0.1
EDGES = np.array([0.0, 50.0, 150.0, 250.0, 400.0])
NB = len(EDGES) - 1
rng = np.random.default_rng(12345)


def disk_factor(z):
    q = np.asarray(z) / (2 * R)
    return 1 / (np.sqrt(1 + q*q) + q)**2


def transfer_matrix(edges):
    n = len(edges) - 1
    w = np.diff(edges)
    D = disk_factor(np.abs(edges[:, None] - edges[None, :]))
    F = np.zeros((n + 2, n + 2))
    F[0, -1] = F[-1, 0] = disk_factor(L)
    F[0, 1:-1] = D[0, :-1] - D[0, 1:]
    F[-1, 1:-1] = D[-1, 1:] - D[-1, :-1]
    F[1:-1, 0] = R / (2*w) * F[0, 1:-1]
    F[1:-1, -1] = R / (2*w) * F[-1, 1:-1]
    four = D[1:, :-1] - D[:-1, :-1] - D[1:, 1:] + D[:-1, 1:]
    F[1:-1, 1:-1] = np.eye(n) + R / (2*w[:, None]) * four
    return F


def gauss(lo, hi, n):
    x, wt = np.polynomial.legendre.leggauss(n)
    return lo + (hi - lo)*(x + 1)/2, wt*(hi - lo)/2


# Surface integrals of the cosine-law kernel
def disk_by_integral(z):
    r, wr = gauss(0, R, 32)
    phi = 2*np.pi*np.arange(96)/96
    s2 = (z*z + r[:, None, None]**2 + r[None, :, None]**2
          - 2*r[:, None, None]*r[None, :, None]*np.cos(phi))
    inner = (z*z/s2**2).sum(axis=2)*2*np.pi/96
    return 2*np.pi*((wr*r) @ inner @ (wr*r))/(np.pi*np.pi*R*R)


def band_to_mouth_by_integral(a, b):
    z, wz = gauss(a, b, 32)
    r, wr = gauss(0, R, 32)
    phi = 2*np.pi*np.arange(96)/96
    zz, rr = z[:, None, None], r[None, :, None]
    s2 = zz**2 + R*R + rr**2 - 2*R*rr*np.cos(phi)
    inner = (zz*(R - rr*np.cos(phi))/s2**2).sum(axis=2)*2*np.pi/96
    return (wz @ inner @ (wr*r))/(np.pi*(b - a))


def kernel_by_integral(distance):
    # cubic node spacing resolves the narrow dip near zero azimuth
    u, wu = gauss(0, 1, 240)
    phi, wphi = np.pi*u**3, 3*np.pi*u**2*wu
    one_minus_cos = 2*np.sin(phi/2)**2
    d = np.asarray(distance)[..., None]
    f = R**3*one_minus_cos**2/(np.pi*(d*d + 2*R*R*one_minus_cos)**2)
    return 2*(f @ wphi)


def bands_by_integral(i, j):
    a, b = EDGES[i], EDGES[i + 1]
    if i == j:
        d, wd = gauss(0, b - a, 40)
        return 2*np.sum(wd*(b - a - d)*kernel_by_integral(d))/(b - a)
    z, wz = gauss(a, b, 40)
    y, wy = gauss(EDGES[j], EDGES[j + 1], 40)
    return wz @ kernel_by_integral(np.abs(z[:, None] - y)) @ wy/(b - a)


def kernel_formula(d):
    q = np.asarray(d)/(2*R)
    return (1 - q*(3 + 2*q*q)/(2*(1 + q*q)**1.5))/(2*R)


F = transfer_matrix(EDGES)
for z in (50.0, 100.0, 400.0):
    assert abs(disk_by_integral(z) - disk_factor(z)) < 1e-9
mouth_ref = band_to_mouth_by_integral(EDGES[1], EDGES[2])
assert abs(mouth_ref - F[2, 0]) < 1e-9
wall_ref = np.array([[bands_by_integral(i, j) for j in range(NB)]
                     for i in range(NB)])
wall_error = np.max(np.abs(wall_ref - F[1:-1, 1:-1]))
assert wall_error < 1e-7
separations = np.array([1.0, 50.0, 100.0, 300.0])
assert np.allclose(kernel_by_integral(separations),
                   kernel_formula(separations), rtol=1e-7, atol=0)
narrow = transfer_matrix(np.array([0, 99.5, 100.5, 199.5, 200.5, L]))
assert abs(narrow[2, 4]/kernel_by_integral(100.0) - 1) < 1e-3
assert abs(narrow[2, 2]/(1/(2*R)) - 1) < 0.02


# Ray tracing
def unit_vectors(n):
    v = rng.normal(size=(n, 3))
    return v/np.linalg.norm(v, axis=1)[:, None]


def emit(normal, cosine=True):
    v = unit_vectors(len(normal))
    if cosine:
        v = v + normal
        return v/np.linalg.norm(v, axis=1)[:, None]
    side = np.sum(v*normal, axis=1)
    return v*np.where(side < 0, -1, 1)[:, None]


def normals(p, surface):
    n = np.column_stack((-p[:, 0]/R, -p[:, 1]/R, np.zeros(len(p))))
    n[surface == 0] = (0, 0, 1)
    n[surface == NB + 1] = (0, 0, -1)
    return n


def fly(p, v):
    a = v[:, 0]**2 + v[:, 1]**2
    b = p[:, 0]*v[:, 0] + p[:, 1]*v[:, 1]
    c = np.maximum(R*R - p[:, 0]**2 - p[:, 1]**2, 0)
    t = (-b + np.sqrt(b*b + a*c))/a
    z = p[:, 2] + t*v[:, 2]
    surface = np.clip(np.searchsorted(EDGES, z, side="right"), 1, NB)
    surface = np.where(z < 0, 0, np.where(z > L, NB + 1, surface))
    t = np.where(z < 0, -p[:, 2]/v[:, 2],
                 np.where(z > L, (L - p[:, 2])/v[:, 2], t))
    return p + t[:, None]*v, surface


def start(surface, n):
    angle = 2*np.pi*rng.random(n)
    if surface == 0:
        radius, z = R*np.sqrt(rng.random(n)), np.zeros(n)
    else:
        radius = np.full(n, R)
        z = rng.uniform(EDGES[surface - 1], EDGES[surface], n)
    return np.column_stack((radius*np.cos(angle), radius*np.sin(angle), z))


def landing_fractions(surface, n, cosine=True):
    p = start(surface, n)
    v = emit(normals(p, np.full(n, surface)), cosine)
    return np.bincount(fly(p, v)[1], minlength=NB + 2)/n


RAYS = 300000
traced = landing_fractions(2, RAYS)
sigma = np.sqrt(F[2]*(1 - F[2])/RAYS)
assert np.all(np.abs(traced - F[2]) < 5*sigma)
area_ratio = 2*(EDGES[2] - EDGES[1])/R
from_mouth = landing_fractions(0, RAYS)
cos_ratio = area_ratio*traced[0]/from_mouth[2]
cos_sigma = np.sqrt(1/(RAYS*traced[0]) + 1/(RAYS*from_mouth[2]))
assert abs(cos_ratio - 1) < 5*cos_sigma
iso_band = landing_fractions(2, RAYS, cosine=False)
iso_mouth = landing_fractions(0, RAYS, cosine=False)
iso_ratio = area_ratio*iso_band[0]/iso_mouth[2]
assert abs(iso_ratio - 1) > 0.2

# An imaginary disk treated as a fresh cosine source gives a wrong factor
to_disk = R/(2*(EDGES[2] - EDGES[1]))*(1 - disk_factor(EDGES[2] - EDGES[1]))
false_product = to_disk*(disk_factor(EDGES[3] - EDGES[2])
                         - disk_factor(EDGES[4] - EDGES[2]))
true_24 = wall_ref[1, 3]
assert abs(false_product/true_24 - 1) > 0.05


# Steady incident flux with sticking and cosine re-emission
def solve_flux(edges):
    M = transfer_matrix(edges)
    g = np.linalg.solve(np.eye(len(M) - 1) - (1 - STICK)*M[1:, 1:], M[1:, 0])
    return g, (1 - STICK)*(M[0, 1:] @ g)


def averaged_flux(n):
    edges = np.linspace(0, L, n + 1)
    g, escaped = solve_flux(edges)
    mid = (edges[1:] + edges[:-1])/2
    mean = [g[:-1][(mid > EDGES[k]) & (mid < EDGES[k + 1])].mean()
            for k in range(NB)]
    return np.array(mean + [g[-1]]), escaped


coarse, coarse_escape = solve_flux(EDGES)
g40, g80 = averaged_flux(40)[0], averaged_flux(80)[0]
fine, fine_escape = averaged_flux(160)
change1, change2 = np.max(abs(g80 - g40)), np.max(abs(fine - g80))
assert 3 < change1/change2 < 5
relative_area = np.append(2*np.diff(EDGES)/R, 1.0)
absorbed = STICK*fine*relative_area

HISTORIES = 200000
p = start(0, HISTORIES)
surface = np.zeros(HISTORIES, dtype=int)
tally = np.zeros(NB + 2)
while len(p):
    p, surface = fly(p, emit(normals(p, surface)))
    ends = (surface == 0) | (rng.random(len(p)) < STICK)
    tally += np.bincount(surface[ends], minlength=NB + 2)
    p, surface = p[~ends], surface[~ends]
tally /= HISTORIES
expected = np.append(fine_escape, absorbed)
error = np.sqrt(expected*(1 - expected)/HISTORIES)
assert np.all(np.abs(tally - expected) < 5*error)

names = ["mouth"] + [f"band {k}" for k in range(1, NB + 1)] + ["floor"]
print(f"Radius R = {R:.0f} nm, depth L = {L:.0f} nm, sticking s = {STICK}")
print("Band edges (nm):", *[f"{z:.0f}" for z in EDGES])
for z in (50, 100, 150, 200, 250, 350, 400):
    print(f"Disk factor D({z} nm) = {disk_factor(z):.6f} (dimensionless)")
print("Transfer matrix F, dimensionless; rows emit, columns receive")
print("        ", *[f"{name:>8}" for name in names])
for name, row in zip(names, F):
    print(f"{name:8}", *[f"{x:8.5f}" for x in row])
print(f"Largest wall-pair error against integral = {wall_error:.1e}")
print(f"Band 2 to mouth by integral = {mouth_ref:.6f}")
print(f"Band 2 to band 4 by integral = {true_24:.6f}")
print(f"Band 2 to disk at 150 nm = {to_disk:.6f}")
print(f"False re-emission product, band 2 to 4 = {false_product:.6f}")
print(f"False product / true factor = {false_product/true_24:.4f}")
print(f"Wall kernel K(0) = {kernel_formula(0):.6f} per nm")
print(f"Wall kernel K(100 nm) = {kernel_formula(100):.6f} per nm")
print(f"Self factor of 1 nm band = {narrow[2, 2]:.6f}")
print("Ray-traced landings from band 2:", *[f"{x:.4f}" for x in traced])
print("Ratio A_2 F(2 to mouth) / [A_mouth F(mouth to 2)], ray traced:")
print(f"  cosine emission {cos_ratio:.3f}, uniform solid angle {iso_ratio:.3f}")
print(f"Rays per source = {RAYS}, histories = {HISTORIES}")
print("Incident flux / entering flux: 4 bands, 160 bands (averaged)")
for name, x, y in zip(names[1:], coarse, fine):
    print(f"  {name}: {x:.5f}, {y:.5f}")
print(f"Largest flux change, 40 to 80 bands = {change1:.2e}")
print(f"Largest flux change, 80 to 160 bands = {change2:.2e}")
print(f"Escaping fraction: 4 bands {coarse_escape:.5f}, 160 {fine_escape:.5f}")
print("Final fractions: 160-band balance, traced histories")
for name, x, y in zip(names, expected, tally):
    print(f"  {name}: {x:.5f}, {y:.5f}")
print("PASS")
```

It prints:

```
Radius R = 50 nm, depth L = 400 nm, sticking s = 0.1
Band edges (nm): 0 50 150 250 400
Disk factor D(50 nm) = 0.381966 (dimensionless)
Disk factor D(100 nm) = 0.171573 (dimensionless)
Disk factor D(150 nm) = 0.091673 (dimensionless)
Disk factor D(200 nm) = 0.055728 (dimensionless)
Disk factor D(250 nm) = 0.037088 (dimensionless)
Disk factor D(350 nm) = 0.019615 (dimensionless)
Disk factor D(400 nm) = 0.015155 (dimensionless)
Transfer matrix F, dimensionless; rows emit, columns receive
            mouth   band 1   band 2   band 3   band 4    floor
mouth     0.00000  0.61803  0.29029  0.05459  0.02193  0.01515
band 1    0.30902  0.38197  0.26907  0.03063  0.00709  0.00223
band 2    0.07257  0.13453  0.58579  0.17815  0.02459  0.00437
band 3    0.01365  0.01531  0.17815  0.58579  0.19346  0.01365
band 4    0.00366  0.00236  0.01640  0.12897  0.69722  0.15139
floor     0.01515  0.00446  0.01747  0.05459  0.90833  0.00000
Largest wall-pair error against integral = 1.8e-15
Band 2 to mouth by integral = 0.072573
Band 2 to band 4 by integral = 0.024593
Band 2 to disk at 150 nm = 0.207107
False re-emission product, band 2 to 4 = 0.027853
False product / true factor = 1.1325
Wall kernel K(0) = 0.010000 per nm
Wall kernel K(100 nm) = 0.001161 per nm
Self factor of 1 nm band = 0.009950
Ray-traced landings from band 2: 0.0728 0.1348 0.5851 0.1783 0.0246 0.0043
Ratio A_2 F(2 to mouth) / [A_mouth F(mouth to 2)], ray traced:
  cosine emission 1.000, uniform solid angle 1.987
Rays per source = 300000, histories = 200000
Incident flux / entering flux: 4 bands, 160 bands (averaged)
  band 1: 0.63655, 0.65097
  band 2: 0.41348, 0.41009
  band 3: 0.25719, 0.23573
  band 4: 0.17611, 0.14921
  floor: 0.18082, 0.14865
Largest flux change, 40 to 80 bands = 3.02e-04
Largest flux change, 80 to 160 bands = 7.56e-05
Escaping fraction: 4 bands 0.48067, 160 0.50709
Final fractions: 160-band balance, traced histories
  mouth: 0.50709, 0.50923
  band 1: 0.13019, 0.13045
  band 2: 0.16404, 0.16368
  band 3: 0.09429, 0.09446
  band 4: 0.08953, 0.08773
  floor: 0.01487, 0.01444
PASS
```
